Contact and dipolar 29Si hyperfine couplings as s and p populations

**Q:** A silicon dangling bond at the Si/SiO₂ interface gives an electron-spin-resonance line with weak satellites from 29Si. The satellites yield two numbers, Apar for a field along the bond axis and Aperp for a field across it. Why should two resonance splittings say anything about s and p character?

**A:** Because the nucleus feels the unpaired electron in two ways. Spin density at the nucleus gives a coupling that is the same in every direction. Spin density spread non-spherically around it can add a coupling that depends on direction and averages to zero. An s orbital supplies the first, a p orbital the second.

Take one unpaired electron, S = 1/2, and one 29Si nucleus, I = 1/2. In frequency units the coupling is

H/h = S·A·I

with A a symmetric matrix. I assume an isotropic g tensor and neglect the field made by the electron's orbital motion. That is reasonable when spin-orbit mixing is weak.

**Q:** The dipole field diverges at the dipole. Where does the coupling at the nucleus itself come from?

**A:** From the field of a point moment m, with its singular point kept. The vector potential is

(μ₀/4π) m × r/r³ = (μ₀/4π) ∇ × (m/r)

since ∇ × (m/r) = ∇(1/r) × m and ∇(1/r) = −r/r³. Taking the curl once more, with ∇ × ∇ × V = ∇(∇·V) − ∇²V, gives

B = (μ₀/4π) [∇(m·∇(1/r)) − m ∇²(1/r)]

The second term is simple, because ∇²(1/r) = −4πδ(r). The first needs ∂ᵢ∂ⱼ(1/r). Away from the origin, differentiation gives

∂ᵢ∂ⱼ(1/r) = (3rᵢrⱼ − r²δᵢⱼ)/r⁵

To find what sits at the origin, integrate over a small ball of radius ε and use the divergence theorem, with n the outward normal:

∫ ∂ᵢ∂ⱼ(1/r) d³r = ∮ nᵢ (−nⱼ/ε²) ε² dΩ = −(4π/3) δᵢⱼ

The regular expression contributes nothing to this integral if the angles are integrated first, since the average of nᵢnⱼ is δᵢⱼ/3. The singular part is therefore −(4π/3)δᵢⱼδ(r). Adding the +4πδᵢⱼδ(r) from the second term of B leaves 8π/3:

Bᵢ = (μ₀/4π) Σⱼ [(3rᵢrⱼ − r²δᵢⱼ)/r⁵ + (8π/3) δᵢⱼ δ(r)] mⱼ

**Q:** Signs matter here, because the 29Si moment is opposite to its spin. Please trace them.

**A:** The moments are

μₑ = −gₑ μ_B S, with gₑ > 0

μₙ = gₙ μ_N I, with gₙ = −1.11 for 29Si, a rounded input

The energy is −μₙ·B. The minus sign in front and the minus sign in μₑ cancel. The bracket is even in r, so it does not matter whether r runs from electron to nucleus or back. Averaging over the density ρ(r) = |ψ(r)|² of the unpaired electron gives

Aᵢⱼ = K [(8π/3) ρ(0) δᵢⱼ + ⟨(3rᵢrⱼ − r²δᵢⱼ)/r⁵⟩]

K = (μ₀/4π) gₑ μ_B gₙ μ_N/(h a₀³)

Lengths inside the bracket are in bohr and densities in bohr⁻³. With the constants inserted, K = −106.03 MHz bohr³. Its sign is that of gₙ, so positive spin density at the nucleus gives a negative contact coupling.

The paired electrons have dropped out because I let the two spins of each pair share one orbital. The unpaired electron in fact makes the two differ slightly. The resulting spin polarization, of core and bonding pairs alike, is left out; I call all of it core polarization below.

**Q:** Now put in the dangling orbital. Does an s–p hybrid not produce a cross term?

**A:** It produces one in the density, but not in the tensor. Let the part of the orbital on the central silicon be

ψ = c_s φ_3s + c_p φ_3p, with s = c_s² and p = c_p²

Both atomic functions are normalized, the coefficients are real, and the p lobe points along z. The sum s + p may be less than one, since the orbital can extend onto other atoms. I neglect what those other parts, and their overlap with the central one, contribute at this nucleus. The local density is

ρ = s φ_3s² + p φ_3p² + 2c_s c_p φ_3s φ_3p

At r = 0 the p function vanishes, so ρ(0) = s|φ_3s(0)|². In the dipolar average the three terms behave differently:

• φ_3s² is spherical, and the angular average of 3rᵢrⱼ − r²δᵢⱼ is zero.

• φ_3sφ_3p changes sign under r → −r while the dipolar factor does not, so its integral is zero.

• φ_3p² survives.

The hybrid's lopsided shape, which comes from the cross term, is therefore invisible to this nucleus within the one-centre model. The two relative signs of c_s and c_p give the same tensor.

**Q:** Then show me the p integral.

**A:** Write φ_3p = R(r) √(3/4π) cos θ and u = cos θ. The zz component separates into a radial and an angular factor:

⟨(3z² − r²)/r⁵⟩ = ⟨r⁻³⟩ (3/4π) 2π ∫₋₁¹ u²(3u² − 1) du

The integral is 6/5 − 2/3 = 8/15, and the prefactor is 3/2. The result is

⟨(3z² − r²)/r⁵⟩ = (4/5) ⟨r⁻³⟩

The dipolar tensor has zero trace, and rotation about z makes its xx and yy components equal. Each is therefore −(2/5)⟨r⁻³⟩. The off-diagonal components vanish on integration over the azimuth. With

a = K (8π/3) |φ_3s(0)|² s

b = K (2/5) ⟨r⁻³⟩ p

the principal values become

Apar = a + 2b

Aperp = a − b

**Q:** And backwards, from the measured pair to a and b?

**A:** Add the first equation to twice the second, so that b cancels:

Apar + 2Aperp = a + 2b + 2a − 2b = 3a

Subtract the second from the first, so that a cancels:

Apar − Aperp = a + 2b − a + b = 3b

Hence

a = (Apar + 2Aperp)/3

b = (Apar − Aperp)/3

The first is one third of the trace of A. The second is half the axial component of what remains after the isotropic part is removed. This algebra holds for any axial tensor. The reading of a as s and b as p is where the one-centre model enters. If a_atom and b_atom denote the couplings for unit population, that reading is

s = a/a_atom, p = b/b_atom

**Q:** What if the p lobe is not along the direction I had expected from the crystal?

**A:** Any real combination of p_x, p_y and p_z with a common radial function is again a p orbital, pointing somewhere else. The tensor is then still axial, about the new direction, because the s part has no direction of its own. In this model the tensor axis is the lobe axis. A clearly non-axial tensor would show that something outside the model contributes.

**Q:** I have a more practical worry. A spectrum shows distances between lines, and a distance has no sign.

**A:** That is correct, and it affects the result. Let the field lie along the unit vector n, at angle θ to the axis. When the electron Zeeman energy is much larger than the hyperfine coupling, the electron spin is quantized along n with projection m = ±1/2. To first order the coupling becomes

H/h ≈ νₑ m + m (A·n)·I

where νₑ is the electron Zeeman frequency. I have dropped the nuclear Zeeman term, which is justified when it is small compared with |A·n|/2. The nuclear spin is then quantized along A·n with projection m_I = ±1/2, and the levels are

E/h = νₑ m + |A·n| m m_I

A line flips m from −1/2 to +1/2 and leaves m_I alone, so its frequency is νₑ + |A·n| m_I. The two lines are separated by |A·n|. With n = (sin θ, 0, cos θ),

|A·n| = √(Apar² cos²θ + Aperp² sin²θ)

Only squares appear, so rotating the sample does not reveal the signs at this order.

To see the size of the error, I diagonalized the full four-level Hamiltonian, nuclear Zeeman term included, at 0.34 T, where νₑ = 9528 MHz. For couplings of magnitude 420 and 240 MHz, four angles from 0° to 90° and all sign choices, the splitting differs from this law by at most 0.03 per cent of itself.

**Q:** So four sign choices, and four different answers for s and p?

**A:** Four candidates, which physics can thin out. Let P = |Apar| and Q = |Aperp|. Both a_atom and b_atom are negative, because K is. The model requires s ≥ 0 and p ≥ 0. With overlap between the central and outer parts neglected in the normalization too, it also requires s + p ≤ 1.

• Both positive: a = (P + 2Q)/3 is positive, so s would be negative.

• Apar positive, Aperp negative: b = (P + Q)/3 is positive, so p would be negative.

• Both negative: a = −(P + 2Q)/3 and b = −(P − Q)/3. This needs P ≥ Q.

• Apar negative, Aperp positive: a = −(P − 2Q)/3 and b = −(P + Q)/3. This needs P ≥ 2Q, and p ≤ 1 needs P + Q ≤ 3|b_atom|.

The last two can both survive when P ≥ 2Q and the couplings are small enough for each candidate to have s + p ≤ 1. The splittings alone then do not decide, and the relative sign must come from another measurement or from a calculation.

**Q:** Is a negative Apar with a positive Aperp ever physical, or is it just an algebraic possibility?

**A:** It is what a pure p orbital gives. With s = 0 we have a = 0, so Apar = 2b and Aperp = −b, which have opposite signs. A pure s orbital gives b = 0 and Apar = Aperp = a. Between these limits Aperp = a − b passes through zero when a = b, that is, when

s/p = b_atom/a_atom

So I need the atomic couplings to say how much s character that takes.

**Q:** Where do you get them? A free atom is not a silicon atom at an interface.

**A:** It is a reference, and the populations inherit its arbitrariness. I computed it for the free silicon atom in nonrelativistic restricted open-shell Hartree–Fock theory, with 28 s-type and 18 p-type sets of Gaussian functions. Their exponents form a geometric series reaching steep functions, which are needed to describe the density close to the nucleus. For the 3s²3p² triplet the orbitals give

|φ_3s(0)|² = 3.811 bohr⁻³

⟨r⁻³⟩_3p = 2.042 bohr⁻³

and therefore

a_atom = −106.03 × (8π/3) × 3.811 = −3385 MHz

b_atom = −106.03 × (2/5) × 2.042 = −86.6 MHz

This level of theory leaves out electron correlation and relativity as well as core polarization. The last digits of the s values are not firm. Still steeper s functions raise |φ_3s(0)|² by about 0.1 per cent, to 3.815 bohr⁻³, and a_atom to −3389 MHz. Also, the doubly occupied 3s orbital can mix with 1s and 2s without changing the energy, so it depends on the convention used to define the orbitals. The value here uses the average of the two spin Fock operators; other common conventions give between 3.76 and 3.84 bohr⁻³.

The ratio b_atom/a_atom is 86.6/3385 = 0.026. In this model, an s population of less than three per cent of the p population is thus enough to bring Aperp to zero, and more than that makes both principal values negative. A unit of s population contributes about 39 times as much to a as a unit of p population contributes to b, so a responds strongly even to a small s admixture. An admixture of only a few per cent can, however, be masked by the omitted core polarization, which also contributes to a.

**Q:** Then work through a case with numbers.

**A:** Take the model magnitudes P = 420 MHz and Q = 240 MHz. They are chosen round numbers, not a measurement. The four choices give:

• Apar = −420, Aperp = −240: a = −300 MHz, b = −60 MHz, s = 0.089, p = 0.693.

• Apar = −420, Aperp = +240: a = +20 MHz, b = −220 MHz, s = −0.006, p = 2.54.

• Apar = +420, Aperp = −240: a = −20 MHz, b = +220 MHz, s = 0.006, p = −2.54.

• Apar = +420, Aperp = +240: a = +300 MHz, b = +60 MHz, s = −0.089, p = −0.693.

The first is accepted. In the second, the small negative s would be a weak reason for rejection, because a neglected contribution to a could shift it across zero. The p population of 2.54 is the strong reason: one electron cannot supply it.

For the accepted choice the arithmetic is

a = (−420 − 480)/3 = −300 MHz

b = (−420 + 240)/3 = −60 MHz

s = 300/3385 = 0.089

p = 60/86.6 = 0.693

Dividing by gₑμ_B/h converts the couplings to field units: a = −10.70 mT and b = −2.14 mT.

**Q:** The contact part is five times the dipolar part, yet you call the orbital mostly p?

**A:** Yes, because the two couplings must be compared with their own atomic values. Within the local hybrid the s fraction is

s/(s + p) = 0.089/0.781 = 0.11

and p/s is 7.8. An ideal sp³ hybrid has an s fraction of 1/4 and p/s = 3, so this model orbital has more p character than that. Reading the ratio a/b directly as s/p would have reversed the conclusion.

**Q:** The sum is 0.78. May I say that 22 per cent of the electron sits on the neighbours?

**A:** Not as a measured fact. The remainder 1 − s − p is a population elsewhere only if overlap between the central and outer parts is neglected, and if the atomic orbitals are the right ones for the bonded atom. The second condition can be probed by changing the reference. Promote one 3s electron and use the 3s¹3p³ quintet, which has one s and three p electrons in its valence shell. The same method then gives

a_atom = −3437 MHz, b_atom = −95.3 MHz

and the same tensor is read as

s = 300/3437 = 0.087

p = 60/95.3 = 0.630

s + p = 0.717

With these numbers the s population moves by under two per cent of its value (about one to three per cent over the orbital conventions for the triplet), but the p population falls by about nine per cent of its value. The cause is visible in the inputs: ⟨r⁻³⟩_3p rises from 2.042 to 2.246 bohr⁻³, while |φ_3s(0)|² rises only from 3.811 to 3.869 bohr⁻³. The apparent remainder grows from 0.22 to 0.28 with no change in the spectrum. I would quote s ≈ 0.09 and p ≈ 0.6 to 0.7 for these two references. That spread is not a full error estimate, since both references share the same omissions.

**Q:** Which of the omissions should trouble me most?

**A:** It depends on which number you want. An extra contact coupling δa, from core polarization or from the tail of a neighbouring orbital, changes the inferred s by δa/a_atom. Every 34 MHz changes s by 0.01, and polarization can supply several times that. In planar SiH₃ the unpaired orbital has no s part by symmetry, yet spin-unrestricted calculations give a of roughly −160 MHz (PBE0 functional) to −330 MHz (Hartree–Fock). That is an apparent s of 0.05 to 0.10, comparable with the whole 0.089. The s inferred for a dangling bond can therefore overstate the true admixture considerably. An extra axial dipolar coupling δb changes p by δb/b_atom, so 8.7 MHz changes p by 0.1. Spin density on other atoms adds a dipolar term that need not share the axis of the central lobe, and the point-dipole estimate is small: a whole electron at R = 4.44 bohr (2.35 Å, a silicon bond length) gives |K|/R³ = 1.2 MHz for the size of δb. That estimate understates real orbitals, which reach the central atom and must be orthogonal to its core. A whole electron in an sp³ hybrid on the neighbour then gives up to about 5 MHz in δb and 160 MHz in δa. A population of 0.22 in p orbitals on three neighbours shifts b by about 4 MHz and a by about 100 MHz, mainly through cross terms with the central orbital, and its overlap changes the normalization by 20 to 40 per cent.

If the g tensor is strongly anisotropic, the orbital hyperfine term may no longer be negligible. It can add to both the isotropic and the axial part, so a is then not purely contact and b not purely dipolar. The splitting law, which assumed an isotropic g tensor, may need correcting too. Once A is known, and if it is axial, it can still be separated into a and b, but the steps from a to s and from b to p then need a correction for the orbital term.

**Q:** So what may I safely compare between two defects?

**A:** The values of a and b, once the signs are settled, since they need no atomic reference. If you compare populations, use the same reference for both defects. The reference then cancels from the ratio of their s populations, and likewise from the ratio of their p populations. It does not cancel from s/(s + p), because a_atom and b_atom change by different factors. For the same reason it does not cancel from the ratio of the two defects' sums s + p, and each sum on its own would change even if the two factors were equal.
